**Residual resistivity of 3d impurities in aluminium**

For an atomic fraction x of nonmagnetic impurities that scatter only d waves, the resistivity is ρ = (20πħx/Ze²k_F) sin²(πN_d/10), where Z is the number of conduction electrons per atom, k_F the Fermi wave number and N_d the number of electrons in the d resonance. The program diagonalizes a level coupled to a discretized band and asserts that its occupation N_d agrees with 10δ₂/π, with δ₂ taken from the derived resonance formula rather than extracted numerically. It asserts the Friedel sum rule from the radial densities of a square-well d resonance. The partial-wave formula is compared with the collision operator integrated over the sphere, and the resistivity with a Fermi-surface current integral. With fixed s and p phase shifts, a scan and a numerical maximization confirm one maximum at the derived position for three choices of the shifts. The output gives a d-only maximum of 4.92 µΩ cm at x = 0.01. It falls at Mn or Fe, depending on how the d electrons are counted, and equal s and p shifts of −π/8 make Cr and Mn nearly equal.

## Verification by program

```python
"""Residual resistivity of 3d impurities in aluminium (virtual bound state).

Result under test, for atomic fraction x of impurities and Z electrons per atom:
    rho = 20 pi hbar x / (Z e^2 k_F) * sin^2(pi N_d / 10)
N_d: electrons in the d resonance; delta_l: phase shifts at the Fermi level;
S = sum_l (l+1) sin^2(delta_l - delta_(l+1)) = k_F^2 sigma_tr / (4 pi).
Also tested: level occupation, Friedel sum rule, and the peak position when
fixed s and p phase shifts are present.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import eval_legendre, spherical_jn, spherical_yn

pi = np.pi


def occupation_by_diagonalization(level, n_band=1200, half_band=300.0):
    """Ten-fold occupation of a level in a flat band; E_F = 0, Delta = 1."""
    x_max = np.arcsinh(half_band)
    x_edge = np.linspace(-x_max, x_max, n_band + 1)
    width = np.diff(np.sinh(x_edge))
    energy = np.sinh(0.5 * (x_edge[1:] + x_edge[:-1]))
    h = np.diag(np.concatenate(([level], energy)))
    h[0, 1:] = h[1:, 0] = np.sqrt(width / pi)
    values, vectors = np.linalg.eigh(h)
    return 10 * np.sum(vectors[0, values < 0] ** 2)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def well_phase(k, q0):
    """l = 2 phase shift of a square well of radius 1 and depth q0^2."""
    q = np.sqrt(q0**2 + k**2)
    j_in, dj_in = spherical_jn(2, q), q * spherical_jn(2, q, True)
    top = k * spherical_jn(2, k, True) * j_in - dj_in * spherical_jn(2, k)
    bottom = k * spherical_yn(2, k, True) * j_in - dj_in * spherical_yn(2, k)
    return np.unwrap(np.arctan2(top, bottom))


def displaced_charge(k_fermi, q0):
    """Displaced electrons per orbital and spin from radial densities.
    A smooth outer cutoff averages away the Friedel oscillations."""
    k, wk = gauss(0, k_fermi, 500)
    delta = well_phase(k, q0)
    q = np.sqrt(q0**2 + k**2)
    amplitude = k * (np.cos(delta) * spherical_jn(2, k)
                     - np.sin(delta) * spherical_yn(2, k)) / spherical_jn(2, q)
    r, wr = gauss(0, 1, 40)
    inside = amplitude[:, None] * r * spherical_jn(2, q[:, None] * r)
    free = k[:, None] * r * spherical_jn(2, k[:, None] * r)
    total = (inside**2 - free**2) @ wr
    r, wr = gauss(1, 80, 600)
    cutoff = np.where(r < 30, 1.0, np.cos(0.5 * pi * (r - 30) / 50) ** 2)
    kr = k[:, None] * r
    free = kr * spherical_jn(2, kr)
    outside = (np.cos(delta)[:, None] * free
               - np.sin(delta)[:, None] * kr * spherical_yn(2, kr))
    total += (outside**2 - free**2) @ (wr * cutoff)
    return 2 / pi * np.sum(wk * total)


MU, W_MU = np.polynomial.legendre.leggauss(12)
PHI = 2 * pi * np.arange(16) / 16


def collision_sum(deltas, tilt=0.7):
    """S from the collision operator acting on cos(theta), at angle tilt."""
    mu, phi = np.meshgrid(MU, PHI, indexing="ij")
    weight = W_MU[:, None] * 2 * pi / len(PHI)
    cos_angle = (np.sin(tilt) * np.sqrt(1 - mu**2) * np.cos(phi)
                 + np.cos(tilt) * mu)
    f = sum((2 * l + 1) * np.exp(1j * d) * np.sin(d)
            * eval_legendre(l, cos_angle) for l, d in enumerate(deltas))
    loss = np.sum(weight * abs(f) ** 2 * (np.cos(tilt) - mu))
    return loss / np.cos(tilt) / (4 * pi)


def phase_sum(deltas):
    d = np.append(deltas, 0.0)
    return sum((l + 1) * np.sin(d[l] - d[l + 1]) ** 2
               for l in range(len(d) - 1))


# Occupation of the virtual bound state against its phase shift
print("Level occupation: E_d-E_F (Delta), N_d diagonalized, 10 delta/pi")
for level in (-2.0, 0.0, 1.0):
    numeric = occupation_by_diagonalization(level)
    formula = 10 / pi * (pi / 2 - np.arctan(level))
    # finite band edge and discrete levels leave errors of a few hundredths
    assert abs(numeric - formula) < 0.05
    print(f"  {level:5.1f}  {numeric:7.3f}  {formula:7.3f}")

# Friedel sum rule for a real l = 2 scattering resonance
print("Sum rule, square well: k_F*radius, displaced charge, delta/pi")
for k_fermi in (1.4, 1.7, 2.2):
    numeric = displaced_charge(k_fermi, 4.0)
    formula = well_phase(np.linspace(0.01, k_fermi, 400), 4.0)[-1] / pi
    # the finite outer radius leaves a small oscillating remainder
    assert abs(numeric - formula) < 3e-3
    print(f"  {k_fermi:4.1f}  {numeric:8.4f}  {formula:8.4f}")

# Partial-wave sum against the collision operator
rng = np.random.default_rng(3)
for _ in range(20):
    trial = rng.uniform(-pi, pi, 3)
    for tilt in (0.3, 1.1):
        assert abs(collision_sum(trial, tilt) - phase_sum(trial)) < 1e-10

# Aluminium as a free-electron metal
hbar, e, m = const.hbar, const.e, const.m_e
Z = 3
lattice = 4.05e-10
n_atom = 4 / lattice**3
n_el = Z * n_atom
k_F = (3 * pi**2 * n_el) ** (1 / 3)
v_F = hbar * k_F / m
x = 0.01
coulomb = 1 / (4 * pi * const.epsilon_0)
rho_max_gauss = 20 * pi * hbar * x / (Z * e**2 * coulomb * k_F)
rho_max = rho_max_gauss * coulomb
to_micro = 1e8  # ohm m to micro-ohm cm


def rho_formula(n_d):
    return rho_max * np.sin(pi * n_d / 10) ** 2


def rho_boltzmann(deltas):
    """Resistivity from the Fermi-surface current integral, in ohm m."""
    sigma_tr = 4 * pi / k_F**2 * collision_sum(deltas)
    tau = 1 / (x * n_atom * v_F * sigma_tr)
    surface = 2 * pi * k_F**2 * np.sum(W_MU * MU**2) * v_F / hbar
    return 1 / (e**2 * tau * 2 / (2 * pi) ** 3 * surface)


for n_d in range(1, 10):
    direct = rho_boltzmann([0, 0, pi * n_d / 10])
    assert abs(direct / rho_formula(n_d) - 1) < 1e-9

sigma_peak = 4 * pi / k_F**2 * collision_sum([0, 0, pi / 2])
free_path = 1 / (x * n_atom * sigma_peak)
print(f"Input lattice constant: {lattice*1e10:.2f} angstrom; Z = {Z}")
print(f"Electron density: {n_el*1e-6:.4e} cm^-3")
print(f"Fermi wave number k_F: {k_F*1e-10:.4f} angstrom^-1")
print(f"Fermi velocity: {v_F*100:.4e} cm/s")
print(f"Impurity fraction x: {x:.2f}")
print(f"hbar/e^2 in SI: {hbar/e**2:.2f} ohm")
print(f"Peak sigma_tr (d only): {sigma_peak*1e20:.3f} angstrom^2")
print(f"Mean free path at peak: {free_path*1e10:.2f} angstrom")
print(f"k_F times mean free path: {k_F*free_path:.1f}")
print(f"Peak resistivity, Gaussian: {rho_max_gauss:.4e} s")
print(f"Peak resistivity: {rho_max*to_micro:.3f} micro-ohm cm")

# Series: equal s and p shifts together hold minus one electron
shift = -pi / 8
print("Series at x = 0.01, rho in micro-ohm cm")
print("  A: d only, N_d=Z_imp-2; B: A plus delta_0=delta_1=-pi/8")
print("  C: d only and neutral, N_d=Z_imp-3")
print("  atom N_d(A) (E_d-E_F)/Delta  sin^2    A      B      C")
for n_d, atom in enumerate("Sc Ti V Cr Mn Fe Co Ni Cu".split(), start=1):
    d2 = pi * n_d / 10
    a = rho_formula(n_d) * to_micro
    b = rho_boltzmann([shift, shift, d2]) * to_micro
    c = rho_formula(n_d - 1) * to_micro
    position = np.cos(d2) / np.sin(d2)
    print(f"  {atom:2s}   {n_d:2d}     {position:8.3f}     "
          f"{np.sin(d2)**2:8.4f} {a:6.3f} {b:6.3f} {c:6.3f}")

# Position, height and floor of the single peak with s and p shifts
print("Splits of the missing electron: delta_0/pi, delta_1/pi,")
print("  s+p charge, peak N_d, peak S, floor S, peak rho (micro-ohm cm)")
for d0, d1 in ((-pi / 2, 0.0), (shift, shift), (0.0, -pi / 6)):
    B = 3 + 2 * np.exp(2j * d1)
    peak_formula = 5 + 5 / pi * np.angle(B)
    offset = np.sin(d0 - d1) ** 2 + 2.5
    high, low = offset + abs(B) / 2, offset - abs(B) / 2
    found = minimize_scalar(
        lambda n: -collision_sum([d0, d1, pi * n / 10]),
        bounds=(2, 8), method="bounded", options={"xatol": 1e-8})
    scan = np.array([collision_sum([d0, d1, pi * n / 10])
                     for n in np.linspace(0, 10, 1001)])
    maxima = np.sum((scan[1:-1] > scan[:-2]) & (scan[1:-1] > scan[2:]))
    assert maxima == 1
    assert abs(found.x - peak_formula) < 1e-5
    assert abs(-found.fun - high) < 1e-9
    assert abs(scan.min() - low) < 1e-4  # limited by the scan spacing
    charge = 2 / pi * (d0 + 3 * d1)
    rho_peak = rho_boltzmann([d0, d1, pi * found.x / 10]) * to_micro
    print(f"  {d0/pi:7.4f} {d1/pi:7.4f} {charge:6.2f} {found.x:7.3f} "
          f"{-found.fun:7.4f} {low:7.4f} {rho_peak:7.3f}")

print("success")
```

Output:

```
Level occupation: E_d-E_F (Delta), N_d diagonalized, 10 delta/pi
   -2.0    8.533    8.524
    0.0    4.983    5.000
    1.0    2.490    2.500
Sum rule, square well: k_F*radius, displaced charge, delta/pi
   1.4    0.2436    0.2436
   1.7    0.6427    0.6427
   2.2    0.6990    0.6990
Input lattice constant: 4.05 angstrom; Z = 3
Electron density: 1.8064e+23 cm^-3
Fermi wave number k_F: 1.7488 angstrom^-1
Fermi velocity: 2.0246e+08 cm/s
Impurity fraction x: 0.01
hbar/e^2 in SI: 4108.24 ohm
Peak sigma_tr (d only): 20.544 angstrom^2
Mean free path at peak: 80.84 angstrom
k_F times mean free path: 141.4
Peak resistivity, Gaussian: 5.4743e-18 s
Peak resistivity: 4.920 micro-ohm cm
Series at x = 0.01, rho in micro-ohm cm
  A: d only, N_d=Z_imp-2; B: A plus delta_0=delta_1=-pi/8
  C: d only and neutral, N_d=Z_imp-3
  atom N_d(A) (E_d-E_F)/Delta  sin^2    A      B      C
  Sc    1        3.078       0.0955  0.470  1.112  0.000
  Ti    2        1.376       0.3455  1.700  2.451  0.470
  V     3        0.727       0.6545  3.220  3.793  1.700
  Cr    4        0.325       0.9045  4.450  4.626  3.220
  Mn    5        0.000       1.0000  4.920  4.632  4.450
  Fe    6       -0.325       0.9045  4.450  3.808  4.920
  Co    7       -0.727       0.6545  3.220  2.469  4.450
  Ni    8       -1.376       0.3455  1.700  1.127  3.220
  Cu    9       -3.078       0.0955  0.470  0.294  1.700
Splits of the missing electron: delta_0/pi, delta_1/pi,
  s+p charge, peak N_d, peak S, floor S, peak rho (micro-ohm cm)
  -0.5000  0.0000  -1.00   5.000  6.0000  1.0000   5.904
  -0.1250 -0.1250  -1.00   4.507  4.8176  0.1824   4.741
   0.0000 -0.1667  -1.00   4.350  4.9294  0.5706   4.851
success
```
